\section*{Bias and noise in quasi-harmonic thermal expansion fitted at few volumes, part 2}

A cubic crystal at zero pressure has, per atom, the quasi-harmonic free energy $F(V,T)=E_0(V)+F_v(V,T)$, static plus phonon. A prime means $\partial/\partial V$ at fixed $T$, $S=-\partial F_v/\partial T$, $V(T)$ solves $F'=0$, and $\alpha=S'/(VF'')$ is the volumetric expansion coefficient. How accurate is $\alpha$ from fits to a few volumes $V_i$ of spacing $h$? Small fit errors $\delta F,\delta S$ give
\begin{equation}
\frac{\delta\alpha}{\alpha}=\frac{\delta S'}{S'}-\frac{\delta F''}{F''}+\kappa\,\delta V,\quad
\delta V=-\frac{\delta F'}{F''},\quad
\kappa=\frac{S''}{S'}-\frac1V-\frac{F'''}{F''}.
\label{var}
\end{equation}
For $F_{v,\rm fit}(V)=\sum_i w_i(V)F_v(V_i)$, relative frequency errors $\epsilon_{ik}$ (mode $k$, standard deviation $\sigma=5\times10^{-4}$) give $\delta\alpha/\alpha=\sum_{ik}g_{ik}\epsilon_{ik}$ with
\begin{equation}
g_{ik}=-\frac1{N_q}\left[\frac{w_i'C_{ik}}{S'}+\frac{w_i''U_{ik}}{F''}+\frac{\kappa\,w_i'U_{ik}}{F''}\right],
\label{g}
\end{equation}
where $U_{ik},C_{ik}$ are mode energy and heat capacity ($U,C$: per atom) and $N_q$ counts wave vectors. Also $z=\hbar\omega/k_BT$, $\gamma_k=-d\ln\omega_k/d\ln V$, $S'=\frac{1}{N_qV}\sum_k\gamma_kC_k$; $\lambda$ scales $F_v$.

Let $x=(V-V_c)/h$, $\delta=V(T)-V_c$, and $R$ be exact minus fitted function. T1 and T2 keep $E_0$ exact and take $F_v,S$ to order $n=1,2$ about $V_c$; H1 is T1 with $E_0$ truncated at second order about its minimum $V_0$. Taylor polynomials give
\begin{align}
\delta V&=\frac{F_v^{(n+1)}\delta^n}{n!\,F''},\nonumber\\
\frac{\delta\alpha}{\alpha}&=-\frac{S^{(n+1)}\delta^n}{n!\,S'}+\frac{F_v^{(n+1)}\delta^{n-1}}{(n-1)!\,F''}+\kappa\,\delta V .
\label{taylor}
\end{align}
Three-node T2 at $\delta=0$ has
\begin{equation}
\frac{\delta\alpha}{\alpha}=h^2\left[\frac{S'''}{6S'}-\frac{F_v''''}{12F''}-\frac{\kappa F_v'''}{6F''}\right]=\beta\,\frac{h^2}{V_0^2},
\label{bias}
\end{equation}
with $\beta=0.865$ at 800 K.

The example is an fcc crystal, $E_0=6\phi(r)$, $V=r^3/\sqrt2$, $\phi=D(e^{-2y}-2e^{-y})$, $y=a(r-r_0)$, $D=0.40$ eV, $a=2.0$ \AA$^{-1}$, $r_0=3.0$ \AA, $M=60$ u, $A=ar_0=6$, $V_0=19.0919$ \AA$^3$. The reference answer uses the model's own 768 modes. T2 has nodes $1.00,1.02,1.04\,V_0$ ($V_c=1.02V_0$, $h=0.02V_0$); at 800 K it gives $x=0.6038$, $V/h=51.604$, $V^2F''=15.662$ eV, $VS'=7.905\,k_B$, $V\kappa=7.90$, and the reference has $U=0.2095$ eV, $C=2.9609\,k_B$.

\section{Equation-of-state fits}

The third-order Birch--Murnaghan form (BM3) is a cubic polynomial in $V^{-2/3}$. For any basis $b_j(V)$ with design matrix $\mathsf A_{ij}=b_j(V_i)$, least squares gives coefficients $\mathsf A^+\mathbf y$, where $\mathsf A^+=(\mathsf A^T\mathsf A)^{-1}\mathsf A^T$, and hence $w_i(V)=\sum_jb_j(V)\mathsf A^+_{ji}$. The fit is linear, so the fit of $E_0+F_v$ is the sum of the fits, and the misfit of $E_0$ carries no factor $\lambda$.

For evenly spaced nodes it is convenient to use polynomials $p_j$ orthogonal on the nodes, $\sum_ip_j(x_i)p_l(x_i)=N_j\delta_{jl}$, for which $w_i(x)=\sum_jp_j(x)p_j(x_i)/N_j$. On $x=-2,\dots,2$: $p_1=x$, $p_2=x^2-2$, $p_3=x^3-3.4x$, with $N_j=10,\,14,\,14.4$, as summing the values shows; $p_4=x^4-\tfrac{31}7x^2+\tfrac{72}{35}$ takes the values $\tfrac{12}{35}(1,-4,6,-4,1)$, a fourth difference, which annihilates every cubic. A cubic fit to a quartic with leading coefficient $c$ therefore leaves $R=c\,p_4$.

For the model let $\varphi=[(V/V_0)^{-2/3}-1]/2$, so $u=r/r_0-1=(1+2\varphi)^{-1/2}-1=-\varphi+\tfrac32\varphi^2-\tfrac52\varphi^3$ and $y=Au$. Insert $u^2=\varphi^2-3\varphi^3+\tfrac{29}4\varphi^4$, $u^3=-\varphi^3+\tfrac92\varphi^4$, $u^4=\varphi^4$ in $\phi+D=D(1-e^{-y})^2=D(y^2-y^3+\tfrac7{12}y^4)$:
\begin{equation}
E_0-E_0(V_0)=6DA^2\left[\varphi^2+(A-3)\varphi^3+c_4\varphi^4\right],\quad c_4=\tfrac{29}4-\tfrac92A+\tfrac7{12}A^2 .
\end{equation}
With $V_0$ at $x=-1$ and $\eta=h/3V_0$, $\varphi\approx-\eta(x+1)$; in units of $6DA^2$, $R=c_4\eta^4p_4$ and the curvature in $x$ is $2\eta^2$. Then $\delta x=c_4\eta^2p_4'(-1)/2$ with $p_4'(-1)=34/7$, and $\delta V/V_0=(34/126)\,c_4(h/V_0)^3$. Here $c_4=7.25-27+21=1.25$, giving $0.337(h/V_0)^3$: $2.70\times10^{-6}$ and $2.16\times10^{-8}$ for $h/V_0=0.02$ and $0.004$, against $2.692\times10^{-6}$ and $2.159\times10^{-8}$; the exponent, 3.00, is tested. With $V_0$ at the central node $p_4'(0)=0$, and the $h^3$ term vanishes. The curvature is one order worse: $\delta F''/F''=-R''/F''=-c_4\eta^2p_4''/2=-c_4\,p_4''(x)\,(h/V_0)^2/18$ with $p_4''=12x^2-\tfrac{62}7$, which is $-0.218(h/V_0)^2$ at $x=-1$ and $+0.615(h/V_0)^2$ at $x=0$. By \eqref{var} the static misfit therefore enters $\delta\alpha/\alpha$ at order $h^2$, and centring does not remove it: at $x=0$ and $h/V_0=0.02$ it is $-0.025\%$. The value of $c_4$ is a near cancellation at $A=6$, which favours BM3 in this model.

The Vinet form, with parameters $\bar E,\bar V,\bar B,\bar B'$, $\xi=\tfrac32(\bar B'-1)$ and $t=(V/\bar V)^{1/3}-1$, is $\bar E+9\bar B\bar V\xi^{-2}[1-(1+\xi t)e^{-\xi t}]$; the program tests that the parameters have their stated meaning. It is fitted by Gauss--Newton steps $\Delta\mathbf p=\mathsf J^+(\mathbf y-\mathbf E(\mathbf p))$, $\mathsf J_{ij}=\partial E(V_i)/\partial p_j$, and $\alpha$ comes from $\bar V(T\pm1\ \mathrm K)$.

With nodes $0.98,\dots,1.06\,V_0$ (H1: 0.98, 1.02; T1: 1.00, 1.04; T2w: 0.98, 1.02, 1.06), the errors relative to the reference at 100, 300, 800 K are:

\begin{center}
\begin{tabular}{lcc}
 & $\delta V/V$ ($10^{-6}$) & $\delta\alpha/\alpha$ (\%)\\
H1 & $-87,\ -514,\ -3834$ & $-6.2,\ -9.7,\ -24.0$\\
T1 & $-149,\ -19,\ -78$ & $6.2,\ 0.95,\ -1.30$\\
T2 & $-1.5,\ 2.5,\ -0.9$ & $0.07,\ 0.07,\ -0.19$\\
T2w & $11,\ 17,\ 29$ & $0.21,\ 0.11,\ -0.09$\\
BM3 & $2.1,\ 0.9,\ 0.8$ & $-0.04,\ -0.02,\ 0.02$\\
Vinet & $0.8,\ -0.5,\ 5.2$ & $-0.06,\ -0.01,\ 0.05$
\end{tabular}
\end{center}

The large T1 error at 100 K, where $\delta/V=-0.0134$, has the leading terms $+3.728\times0.0134+0.2187/18.683=5.0\%+1.2\%$: since $C_k$ depends only on $z$, $VC_k'=\gamma_kT\,\partial C_k/\partial T$, and differentiating $S'$ gives $V^2S''=N_q^{-1}\sum_k[\gamma_k^2T\,\partial C_k/\partial T+C_k(V\gamma_k'-\gamma_k)]$. The first sum, the growth of $C$ as the modes soften, vanishes in the classical limit and is positive below it; $VS''/S'$ rises from 0.385 at 800 K to 3.728 at 100 K, and a constant $S'$ misses this.

\section{Noise in general}

Mode by mode, $\delta F_v(V_i)=N_q^{-1}\sum_kU_{ik}\epsilon_{ik}$ and $\delta S(V_i)=-N_q^{-1}\sum_kC_{ik}\epsilon_{ik}$. The same weights fit $S$, because $w_i$ does not depend on $T$. Inserting $\delta F'=\sum_iw_i'\delta F_v(V_i)$ and its analogues in \eqref{var} gives \eqref{g}. Errors in $E_0$ are not included. Two noise models, independent between volumes, have
\begin{equation}
\frac{\sigma_\alpha^2}{\alpha^2}=\sigma^2\sum_i\Big(\sum_kg_{ik}\Big)^2\ \ \text{(per volume)},\qquad
\frac{\sigma_\alpha^2}{\alpha^2}=\sigma^2\sum_{ik}g_{ik}^2\ \ \text{(per mode)}.
\end{equation}
If the $g_{ik}$ at each node share a sign and the correlations between modes lie between 0 and 1, the variance $\sigma^2\sum\rho_{kl}g_{ik}g_{il}$ lies between these two. By the Cauchy--Schwarz inequality the ratio of the standard deviations is at most $\sqrt{768}=27.7$, reached when all modes have equal $U$ and $C$, as in the classical limit. The per-mode figure falls as the mesh is refined and so describes no property of a calculation whose frequencies are interpolated from one set of force constants.

\begin{center}
\begin{tabular}{lcc}
$\sigma_\alpha/\alpha$ (\%) & 300 K & 800 K\\
 & per volume / mode & per volume / mode\\
H1 & 0.68 / 0.025 & 0.67 / 0.024\\
T1 & 0.75 / 0.027 & 0.87 / 0.031\\
T2 & 0.87 / 0.032 & 6.26 / 0.226\\
T2w & 0.39 / 0.014 & 1.61 / 0.058\\
BM3 & 1.25 / 0.045 & 1.80 / 0.065\\
Vinet & 1.25 / -- & 1.84 / --
\end{tabular}
\end{center}

For the linear methods the program tests $\sum_kg_{ik}$ against finite-difference gradients, and both standard deviations against 2000 noisy samples, each re-minimised at $T\pm1$ K, within 8\% (sampling error 1.6\%); for T2 at 800 K the samples give 6.31\%.

Two entries are unexpected: T2 rises sevenfold from 300 to 800 K, and at 300 K five volumes are noisier than three. Take $U$ and $C$ equal at all nodes and define
\begin{equation}
\mathsf a=\frac1h\Big(\frac C{S'}+\frac{\kappa U}{F''}\Big),\qquad \mathsf b=\frac{U}{h^2F''}.
\end{equation}
With dots for $d/dx$, $g_i=-\sum_j(\mathsf a\dot p_j+\mathsf b\ddot p_j)\,p_j(x_i)/N_j$, and orthogonality gives
\begin{equation}
|g|^2=\sum_j\frac{(\mathsf a\,\dot p_j+\mathsf b\,\ddot p_j)^2}{N_j}.
\label{norm}
\end{equation}
For three nodes $p_1=x$, $p_2=x^2-\tfrac23$, $N_j=2,\tfrac23$, so $|g|^2=\mathsf a^2/2+6(\mathsf b+\mathsf ax)^2$. At 800 K, $\mathsf a=51.60\times(0.374+0.106)=24.8$, $\mathsf b=35.7$, $x=+0.604$, so $\mathsf b+\mathsf ax=50.6$ and $|g|=125$. At 300 K, $V/h=50.60$, $C/VS'=1/2.5955=0.385$, $U/V^2F''=0.08544/17.908=0.00477$; taking the 800 K value $V\kappa=7.9$ for the small term, $\mathsf a=21.4$ and $\mathsf b=12.2$. Now $x=-0.397$, $\mathsf b+\mathsf ax=3.7$, $|g|=17.7$ and $\sigma|g|=0.88\%$. Below the centre of the nodes a parabolic error changes $S'$ and $F''$ in the same sense, and the two changes oppose each other in $\alpha$; above it they add. Within this estimate, the opposition lowers the noise below its centred value only for $-2\mathsf b/\mathsf a<x<0$; further out the change of $S'$ overcompensates. For BM3, treating $V^{-2/3}$ as linear in $x$, the three terms at 300 K are $45.8$, $4.0$ and $(-2.93\,\mathsf a-2.38\,\mathsf b)^2/14.4=584$, giving 1.26\%. At 300 K the cubic coefficient carries almost all the noise: the additional volumes are spent on an additional parameter. At 800 K the same estimate gives 1.70\% against 1.80\%.

For Vinet with small residuals the response is $\delta\mathbf p=\mathsf J^+\delta\mathbf y$. The columns of $\mathsf J$ begin at orders 0, 1, 2, 3 in $t$, so they span the cubics up to quartic parts of relative order $h/V$. The noise is then close to that of BM3, which is tested within 15\%.

An error common to all volumes gives $\sum_{ik}g_{ik}=-C'/S'-U''/F''-\kappa U'/F''$ in terms of the fitted $C$ and $U$. Every basis contains the constant, so $\sum_iw_i=1$ and $\sum_iw_i'=\sum_iw_i''=0$; in the classical limit $U$ and $C$ are constants and the sum vanishes. For T2 it is $-0.199$ at 300 K and $-0.025$ at 800 K. At low temperature it does not vanish: where $C\propto T^3$ the entropy is $S=C/3$, so $-C'/S'=-3$, and a common frequency error of 1\% changes $\alpha$ by about 3\%. At 300 K and above in this model, $\alpha$ is far more sensitive to errors that differ between volumes than to a common error of the same size (for T2 at 300 K, $|g|\approx17$ against $0.2$). Which one dominates depends on their sizes: a common error of about 4\% shifts $\alpha$ by as much as the per-volume noise with $\sigma=5\times10^{-4}$.

\section{Choice of spacing and the algorithm}

For centred T2 ($x=0$) the noise is $\sigma[\mathsf a^2/2+6\mathsf b^2]^{1/2}$, tested at $h/V_0=0.01$ and $0.02$. At 800 K, relative to $\alpha$ and in percent:

\begin{center}
\begin{tabular}{lrrrrr}
$h/V_0$ & 0.01 & 0.02 & 0.04 & 0.06 & 0.08\\
bias & 0.009 & 0.035 & 0.139 & 0.315 & 0.565\\
noise & 17.6 & 4.46 & 1.18 & 0.568 & 0.352\\
rms & 17.6 & 4.46 & 1.19 & 0.650 & 0.665
\end{tabular}
\end{center}

Keeping only the curvature noise $c/\tilde h^2$, with $\tilde h=h/V_0$ and $c=\sqrt6\,\sigma(V/V_0)^2U/V^2F''=1.75\times10^{-5}$, the sum $\beta^2\tilde h^4+c^2/\tilde h^4$ is stationary at $\tilde h^8=c^2/\beta^2$, so $\tilde h=(c/\beta)^{1/4}=0.067$; the omitted slope noise moves it upward. In this estimate the optimum scales as $\sigma^{1/4}$, a weak dependence. With this $\sigma$ and per-volume noise, T1 at 800 K has an rms error $(1.30^2+0.87^2)^{1/2}=1.6\%$, close to that of T2w and a quarter of that of T2, so the ranking by bias alone does not survive.

The procedure for given data is:
\begin{enumerate}
\item Compute $E_0$ on enough volumes that its first three derivatives are converged, or accept the misfit of a total fit, $O(h^3)$ in the volume and $O(h^2)$ in $F''$ and $\alpha$.
\item Compute frequencies at the $V_i$, and form $F_v$, $S$, $U_{ik}$, $C_{ik}$ at each $T$.
\item Build $\mathsf A^+$ once, in a scaled variable such as $x$, and from it $w',w'',w'''$.
\item Solve $F'=0$ by Newton's method and evaluate $\alpha=S'/(VF'')$ and $\kappa$.
\item Evaluate \eqref{g} and the variance for the assumed correlations; estimate the bias from \eqref{taylor} and \eqref{bias}, which need derivatives beyond those the fit supplies (for T2, $F_v'''$, $S'''$ and, in \eqref{bias}, $F_v''''$) and so additional volumes.
\end{enumerate}
The linear error bar requires $\sigma|g|\ll1$; the 17.6\% entry is a linear-response figure that was not sampled. Since the noisy $F''$ stands in the denominator, the mean of $\alpha$ is also shifted, by about $(\sigma|g|)^2\approx3\%$ there, which the bias row does not contain. The bias formulas assume that $F_v$ is smooth over the nodes, which fails near a volume where a frequency goes to zero, and this limits how wide $h$ may be. Relative errors lose meaning where $S'$ passes through zero, as when the contributions of modes with negative and positive $\gamma$ cancel; multiplying \eqref{var} by $\alpha$ removes the division by $S'$ and gives the absolute error.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Morse D=0.4 eV, a=2.0 1/A, r0=3.0 A, M=60.0 u; sigma=0.0005; dT=1.0 K
V0=19.0919 A^3, B0=161.12 GPa, B0*V0=19.200 eV, B0'=7.000
M w^2 at q=(1/4,1/2,0), 1.04 V0 [eV/A^2]: D(q) 7.9304 10.4015 17.8149 frozen 7.9304 10.4016 17.8150
modes=768, max hw=41.97 meV, mean gamma(V0)=2.568, S'(100K) mesh 8/16=0.9999
T=100 K: V=19.21565 A^3 (+0.6483 %), B=155.78 GPa, alpha=15.7197, FD 15.7194 1e-6/K
  U=46.462 meV, C=1.3572 kB, gamma=2.5111, alpha/3=5.240 1e-6/K
  V^2F''=18.6829, V^2Fv''=0.2187, V^3Fv'''=-1.189 eV, V S''/S'=3.728
T=300 K: V=19.32221 A^3 (+1.2064 %), B=148.49 GPa, alpha=33.8458, FD 33.8458 1e-6/K
  U=85.440 meV, C=2.7100 kB, gamma=2.5955, alpha/3=11.282 1e-6/K
  V^2F''=17.9082, V^2Fv''=0.0599, V^3Fv'''=-1.312 eV, V S''/S'=0.777
T=800 K: V=19.70430 A^3 (+3.2077 %), B=127.11 GPa, alpha=43.5767, FD 43.5767 1e-6/K
  U=209.530 meV, C=2.9609 kB, gamma=2.6699, alpha/3=14.526 1e-6/K
  V^2F''=15.6328, V^2Fv''=-0.1324, V^3Fv'''=-2.548 eV, V S''/S'=0.385
T1, lam=0.1, 100 K: dV/V=7.470e-07 pred 7.449e-07; dalpha/alpha=-1.228e-03 pred -1.234e-03
T2, lam=0.1, 100 K: dV/V=-1.267e-09 pred -1.266e-09; dalpha/alpha=-5.345e-06 pred -5.328e-06
order in lam: dV H1 2.004 T1 2.007 T2 3.009; dalpha/alpha T1 0.994 T2 2.009
T2 800 K h=0.002V0, delta/h=0,1/sqrt3,1: dV/V 1.020e-07 7.837e-11 -2.027e-07
   predicted 1.020e-07 -1.517e-23 -2.040e-07
BM3 static dV/V0, h/V0=0.02,0.008,0.004: 2.692e-06 1.727e-07 2.159e-08 order 3.00
nodes V [A^3]         18.7100   19.0919   19.4737   19.8556   20.2374
E0-E0(V0) [meV]        4.0524    0.0000    3.6424   13.8332   29.5793
800 K Fv [meV]      -177.6319 -188.4193 -199.2284 -210.0764 -220.9818
800 K S [kB]          5.62862   5.77987   5.93194   6.08503   6.23935
800 K U [meV]        210.3975  210.0374  209.7118  209.4172  209.1504
800 K C [kB]          2.94850   2.95363   2.95829   2.96250   2.96632
method: dV/V [1e-6] | alpha [1e-6/K] | dalpha/alpha [%], each at 100,300,800 K
H1        -86.7   -513.5  -3834.0 |  14.747  30.557  33.104 |  -6.186  -9.718 -24.034
T1       -149.1    -19.3    -77.7 |  16.701  34.168  43.012 |   6.244   0.951  -1.295
T2         -1.5      2.5     -0.9 |  15.730  33.868  43.495 |   0.066   0.066  -0.187
T2wide     10.9     16.9     29.1 |  15.753  33.884  43.539 |   0.210   0.112  -0.087
BM3         2.1      0.9      0.8 |  15.714  33.839  43.584 |  -0.035  -0.019   0.017
Vinet       0.8     -0.5      5.2 |  15.711  33.842  43.598 |  -0.056  -0.010   0.049
T2 800 K: delta/h=0.6038, V kappa=7.903, V^2F''=15.6618 eV, V S'=7.9052 kB
  dln(alpha)/d eps_i, entropy slope:    -2.00    23.32   -21.35
  dln(alpha)/d eps_i, curvature:   -35.71    71.31   -35.61
  dln(alpha)/d eps_i, volume shift:    -0.57     6.59    -6.02
sigma_alpha/alpha [%]: per-volume formula, MC | per-mode formula, MC | sum_i g_i (common error)
300 K H1     0.683 0.686 | 0.0247 0.0247 | -0.221
300 K T1     0.749 0.748 | 0.0270 0.0267 | -0.182
300 K T2     0.872 0.875 | 0.0317 0.0312 | -0.199
300 K T2wide 0.390 0.383 | 0.0141 0.0141 | -0.199
300 K BM3    1.251 1.250 | 0.0452 0.0443 | -0.199
300 K Vinet  1.247 (per-volume, finite-difference gradient)
800 K H1     0.670 0.677 | 0.0242 0.0241 | -0.033
800 K T1     0.867 0.857 | 0.0313 0.0316 | -0.021
800 K T2     6.261 6.305 | 0.2259 0.2266 | -0.025
800 K T2wide 1.612 1.617 | 0.0582 0.0580 | -0.025
800 K BM3    1.797 1.801 | 0.0649 0.0656 | -0.024
800 K Vinet  1.844 (per-volume, finite-difference gradient)
centred T2 800 K, h/V0:       0.01    0.02    0.04    0.06    0.08
  bias [%]                   0.009   0.035   0.139   0.315   0.565
  bias, h^2 formula [%]      0.009   0.035   0.138   0.311   0.554
  noise [%]                 17.576   4.461   1.179   0.568   0.352
  noise, closed form [%]    17.574   4.459   1.178   0.567   0.350
  rms total [%]             17.576   4.461   1.188   0.650   0.665
  V kappa=7.962; bias coefficients of (h/V0)^2: 0.609 0.053 0.203
\end{verbatim}
